The Z-vector equation and the relaxed one-particle density in coupled-cluster theory

**1. Definitions and conventions**

The orbitals are real, orthonormal spatial orbitals. The first N/2 are doubly occupied in the reference determinant |0⟩. Indices i, j, k denote occupied orbitals, a, b, c virtual ones, and p, q, r, s, t, u any of them. With p†σ and qσ the creation and annihilation operators for spin σ,

E_pq = Σ_σ p†σ qσ,  e_pqrs = E_pq E_rs − δ_qr E_ps,

H = Σ h_pq E_pq + ½ Σ (pq|rs) e_pqrs + V_nn.

The Fock matrix is

f_pq = h_pq + Σ_k [2(pq|kk) − (pk|kq)].

The cluster operator is T = Σ_μ t_μ τ_μ, where the τ_μ are the doubles E_ai E_bj, each unordered pair (ai), (bj) counted once (CCD), or these together with the singles E_ai (CCSD). With ⟨μ| = ⟨0|τ_μ† and H̄ = e^{−T} H e^{T}, the energy and the amplitude equations are

E = ⟨0|H̄|0⟩,  ⟨μ|H̄|0⟩ = 0.

A perturbation x may change the one-electron operator, the nuclear positions, or both. Let C₀ hold the RHF orbitals at x = 0, and let S(x) be the overlap matrix of the basis functions. The orbitals at x are written as

C(x,κ) = C₀ [C₀ᵀ S(x) C₀]^{−1/2} e^X,  X_ai = κ_ai = −X_ia,  X_ij = X_ab = 0.

The bracket keeps the orbitals orthonormal when the basis functions move. A superscript x, as in h^x_pq, means the derivative at x = 0, κ = 0 of an integral over these orbitals.

The creation operators, and hence |0⟩ and the τ_μ, are kept fixed as abstract objects; a change of orbitals enters through the integrals in H. For U = e^X with any antisymmetric X, set K = Σ X_rs E_rs. Since [K, p†] = Σ_r r† X_rp, we have e^K p† e^{−K} = Σ_r r† U_rp. The inverse relation is e^{−K} r† e^K = Σ_p U_rp p†, and the annihilation operators transform in the same way. The Hamiltonian with integrals over the rotated orbitals is therefore

H(X) = e^{−K} H e^K.  (1)

**2. The theorem**

Assumptions:

(a) At each x near zero the orbitals are closed-shell RHF orbitals, so f_ai = 0 (the Brillouin condition).

(b) All electrons are correlated in all virtual orbitals, by CCSD or CCD.

(c) The matrix A of Lemma 4 and the amplitude Jacobian J of Lemma 2 are nonsingular.

**Theorem.** Let γ and Γ be the unrelaxed densities of Lemma 2, g the orbital slope of Lemma 3, and z the solution of

A z = −g.  (2)

Then

dE/dx = Σ γ_pq h^x_pq + ½ Σ Γ_pqrs (pq|rs)^x + Σ z_ai f^x_ai + V_nn^x.  (3)

For a one-electron perturbation in a fixed basis, the electronic part of this is Σ D_pq h^x_pq, with the relaxed one-particle density

D_ij = γ_ij,  D_ab = γ_ab,  D_ai = D_ia = γ_ai + ½ z_ai.  (4)

Equation (2) does not contain x, so a single solution z serves every perturbation.

**3. Why the Brillouin condition suffices**

**Lemma 1.** Under assumption (b), the CC energy does not change when occupied orbitals are rotated among themselves, or virtual orbitals among themselves.

Proof. For such a rotation K = Σ X_ij E_ij + Σ X_ab E_ab. Then K|0⟩ = 0, because E_ab|0⟩ = 0 and E_ij|0⟩ = 2δ_ij|0⟩ while X_ii = 0. Since K† = −K, also ⟨0|K = 0. From [E_pq, E_rs] = δ_qr E_ps − δ_ps E_rq,

[E_ij, E_ak] = −δ_ik E_aj,  [E_bc, E_ak] = δ_ca E_bk.

Hence e^{−K} τ_μ e^K is a combination of operators of the same excitation level. Let T solve the amplitude equations for H, and put T′ = e^{−K} T e^K, which is again an allowed cluster operator. With (1),

⟨μ|e^{−T′} H(X) e^{T′}|0⟩ = ⟨μ|e^{−K} H̄ e^K|0⟩ = ⟨0|(e^K τ_μ† e^{−K}) H̄|0⟩ = 0.

The second equality uses e^K|0⟩ = |0⟩ and ⟨0| = ⟨0|e^K. The last holds because the bracket is a combination of the τ_ν†. Thus T′ solves the rotated equations, and the energy is ⟨0|e^{−K} H̄ e^K|0⟩ = E. ∎

Every orthogonal matrix close to the unit matrix can be written as e^X, with X of the occupied–virtual form, times a block-diagonal rotation: the derivative of this product map at zero is the identity, so it is invertible there. By Lemma 1 the block-diagonal factor does not affect E. It also maps f_ai = 0 onto itself. The parameters κ_ai are thus the orbital variables that matter, and f_ai = 0 supplies one condition for each.

**Remark (frozen core).** If the core is left uncorrelated, the set of τ_μ is not closed under core–valence rotations and the proof breaks down. For the molecule of Section 7, freezing the boron core gives the CCSD energy nonzero core–valence slopes, the larger of magnitude 0.023 hartree. Conditions that fix the core orbitals, f_ij = 0 between core and valence, then need multipliers of their own.

**4. The coupled-cluster part of the Lagrangian**

**Lemma 2.** Let ⟨0|Λ = Σ_μ λ_μ ⟨μ| and

L_CC = ⟨0|(1+Λ) H̄|0⟩.  (5)

Then L_CC is stationary in t if

⟨0|H̄ τ_ν|0⟩ + Σ_μ λ_μ J_μν = 0,  J_μν = ⟨μ|[H̄, τ_ν]|0⟩,  (6)

and it is linear in the integrals:

L_CC = Σ γ_pq h_pq + ½ Σ Γ_pqrs (pq|rs) + V_nn,  (7)

γ_pq = ⟨0|(1+Λ) e^{−T} E_pq e^T|0⟩,  Γ_pqrs = ⟨0|(1+Λ) e^{−T} e_pqrs e^T|0⟩.

Proof. The τ_μ commute with one another, so ∂e^T/∂t_ν = τ_ν e^T and ∂e^{−T}/∂t_ν = −τ_ν e^{−T}. Hence ∂H̄/∂t_ν = [H̄, τ_ν]. In the reference term ⟨0|τ_ν = 0 removes half of the commutator, which leaves (6). Inserting H into (5) gives (7); V_nn has the coefficient ⟨0|(1+Λ)|0⟩ = 1 because ⟨μ|0⟩ = 0. ∎

The integrals are symmetric, so in (7) only the symmetric parts of γ and Γ contribute. From here on γ is averaged over p↔q, and Γ over p↔q, r↔s and (pq)↔(rs). Because Σ_p E_pp counts electrons, Σ_p γ_pp = N.

**Lemma 3.** At fixed t and λ,

g_ai = ∂L_CC/∂κ_ai = 2(F_ai − F_ia),  (8)

F_rp = Σ_q h_rq γ_qp + Σ_qst (rq|st) Γ_pqst.

Proof. The densities contain no integrals, so the integrals alone vary. To first order φ_p changes by Σ_r φ_r X_rp, and

δh_pq = Σ_r (X_rp h_rq + h_pr X_rq).

Contracted with the symmetric γ, the two terms are equal and give 2 Σ_rp X_rp Σ_q h_rq γ_qp. A two-electron integral has four indices to vary. With the symmetrised Γ the four contributions are equal, and

½ · 4 Σ_rp X_rp Σ_qst (rq|st) Γ_pqst

results. The sum is 2 Σ_rp X_rp F_rp. Inserting X_ai = κ_ai and X_ia = −κ_ai yields (8). ∎

As a check on the factor, take T = Λ = 0. Then γ_ij = 2δ_ij and Γ_ijkl = 4δ_ij δ_kl − δ_ik δ_jl − δ_il δ_jk after symmetrisation. This gives F_ai = 2f_ai and F_ia = 0, so the RHF energy has the slope 4f_ai.

**5. The Brillouin condition and the orbital Hessian**

**Lemma 4.** The derivative A_ai,bj = ∂f_ai/∂κ_bj at κ = 0 is

A_ai,bj = δ_ij f_ab − δ_ab f_ij + 4(ai|bj) − (ab|ij) − (aj|bi).  (9)

It is symmetric, and the Hessian of the RHF energy is 4A.

Proof. To first order

φ_i → φ_i + Σ_b φ_b κ_bi,  φ_a → φ_a − Σ_j φ_j κ_aj.

The change of the two outer indices of f_ai contributes Σ_b f_ab κ_bi − Σ_j f_ij κ_aj, the first two terms of (9). The occupied orbitals inside the Fock operator change as well. The Coulomb term 2(ai|kk) has two equal variations and gives 4 Σ_bk (ai|bk) κ_bk. The exchange term −(ak|ki) gives −Σ_bk [(ab|ki) + (ak|bi)] κ_bk. Renaming k as j produces the last three terms. Exchanging (ai) with (bj) leaves (9) unchanged for real orbitals.

For the Hessian, write e^{X+δX} = e^X e^Y with Y = δX − ½[X, δX] + …. The commutator of two occupied–virtual matrices is block-diagonal, and such a rotation does not alter the RHF energy at first order in δX. Hence ∂E_RHF/∂κ_ai = 4f_ai(κ) up to terms of higher than first order in κ. Differentiating once more at κ = 0 gives 4A. ∎

**6. Proof of the theorem**

Attach a multiplier z_ai to each Brillouin condition:

L(x; t, λ, κ, z) = L_CC(x; t, λ, κ) + Σ z_ai f_ai(x, κ).  (10)

When the amplitude equations and f_ai = 0 hold, L = E for any λ and z. The total derivative is

dE/dx = ∂L/∂x + Σ_ν (∂L/∂t_ν)(dt_ν/dx) + Σ_bj (∂L/∂κ_bj)(dκ_bj/dx).

The derivatives with respect to λ and z are absent because they multiply the vanishing constraints. The multipliers are now chosen to remove the two sums.

The Fock matrix contains no amplitudes, so ∂L/∂t_ν = 0 is equation (6), unchanged by the new term. It can be solved because J is nonsingular. Stationarity in κ reads

g_bj + Σ_ai z_ai A_ai,bj = 0.

With A = Aᵀ this is (2), solvable because A is nonsingular. What remains is ∂L/∂x at fixed parameters, which is (3) by (7) and (10).

For a one-electron perturbation in a fixed basis (pq|rs)^x = 0, so f^x_ai = h^x_ai. Since h^x is symmetric, Σ z_ai h^x_ai = ½ Σ z_ai (h^x_ai + h^x_ia). Adding this to Σ γ_pq h^x_pq gives (4). ∎

**Corollary (what z·f^x means).** Differentiating f_ai(x, κ(x)) = 0 gives the coupled-perturbed equation A κ^x = −f^x, with κ^x = dκ/dx. Then

Σ g_ai κ^x_ai = −gᵀ A^{−1} f^x = Σ z_ai f^x_ai.  (11)

The left side is the slope of the CC energy with the orbitals times the actual orbital response. The z term is therefore the orbital relaxation, and the remaining terms of (3) give the derivative at fixed κ (γ alone, for the electronic part of a one-electron perturbation in a fixed basis). Computing κ^x takes one linear solve per perturbation; computing z takes one in all.

**Remark (moving basis functions).** Let h^(x) and S^(x) be the derivatives of the basis-function integrals, transformed with the fixed C₀. Expanding [1 + xS^(x)]^{−1/2} = 1 − ½ x S^(x) + … gives

h^x = h^(x) − ½ (S^(x) h + h S^(x)).

In (3) this h^x is again multiplied by D. The rest of z·f^x, namely Σ z_ai Σ_k [2(ai|kk)^x − (ak|ki)^x], belongs to the relaxed two-particle density.

**Remark (instability).** If A approaches singularity along a vector w with w·g ≠ 0, then z diverges. A becomes singular where the RHF solution loses its stability against real rotations that turn the α and β orbitals alike. Rotations that turn them in opposite senses, towards an unrestricted determinant, are not contained in A, and an instability of that kind can leave A nonsingular. For a normalised eigenvector w with eigenvalue a → 0, z contains the term −w (w·g)/a, and z·f^x contains −(w·g)(w·f^x)/a, so a first-order property diverges when both w·g and w·f^x are nonzero. If w breaks the symmetry of the molecule, w·g = 0 and z stays finite.

**Remark (the role of single excitations).** By (1), with K = Σ κ_ai (E_ai − E_ia), the slope can also be written

g_ai = ⟨0|(1+Λ) e^{−T} [H, E_ai − E_ia] e^T|0⟩.

E_ai commutes with T, so its part equals ⟨0|(1+Λ)[H̄, E_ai]|0⟩. In CCSD this is the stationarity condition for the singles amplitude and vanishes. What is left is the part with the de-excitation E_ia. In CCD no such condition exists, and both parts survive. For an exact eigenstate in the given basis g vanishes altogether, since (1) is then a unitary transformation that cannot change an eigenvalue; hence z = 0.

**7. Worked example: BH**

Take BH in the STO-3G basis at a bond length of 2.4 bohr, with boron at the origin and hydrogen on the positive z axis. There are six orbitals, three of them occupied (1σ, 2σ, 3σ); the virtuals are a π pair and σ*. A minimal basis is too crude to predict the properties of BH, and the digits below serve to check the equations. The lowest eigenvalue of A is 0.18 hartree, so the RHF state is stable against real rotations that turn the α and β orbitals alike. It is not stable against rotations in opposite senses: the corresponding matrix, which is (9) without the term 4(ai|bj), has the lowest eigenvalue −0.069 hartree. That matrix does not enter (2).

The ground-state density is symmetric about the axis, so g vanishes for rotations between σ and π orbitals, and A does not mix these with σ–σ* rotations. Equation (2) reduces to three unknowns. In the order 1σ, 2σ, 3σ, and in hartree, the matrix is

 7.429912  0.022733  0.050686
 0.022733  1.024176  −0.102428
 0.050686  −0.102428  0.698570

and for CCSD

g = (−0.00268941, 0.00125455, 0.00002244) hartree,

z = (0.00036748, −0.00125741, −0.00024316).

The second row confirms the solution:

0.022733 × 0.00036748 − 1.024176 × 0.00125741 + 0.102428 × 0.00024316 = −0.0012545 hartree,

which is −g for 2σ. The largest slope belongs to 1σ, but it is divided by a diagonal element of 7.4 hartree, and the largest component of z belongs to 2σ.

The relaxed density element between σ* and 2σ follows from (4):

D = −0.025238 + ½ (−0.001257) = −0.025867.

For the dipole moment, a field F along z adds F z to the one-electron operator, because the electron has charge −1. The moment is the nuclear part minus Σ D_pq ⟨p|z|q⟩. The matrix elements of z between σ* and the occupied orbitals are −0.095617, 0.635989 and −0.981128 bohr. The relaxation contribution is thus

−[0.00036748 × (−0.095617) + (−0.00125741) × 0.635989 + (−0.00024316) × (−0.981128)] = +0.0005963 e·bohr.

Added to the unrelaxed 0.2133233, it gives 0.2139196 e·bohr, or 0.544 debye. Finite differences of CCSD energies, with orbitals and amplitudes solved afresh in each field, give 0.2139196 as well. The exact value in this basis is 0.215332 e·bohr.

For CCD the solution is much larger:

z = (0.00098082, −0.05188211, −0.06494430).

The norm of z is 0.083, against 0.0013 for CCSD. Here γ_ai = 0, since T and Λ contain double excitations alone and E_ai changes the excitation level by one. The whole occupied–virtual block of D is therefore z/2. For 2σ and 3σ this is −0.02594 and −0.03247, close to the CCSD elements −0.02587 and −0.03236, most of which come from γ. At this bond length, and for these two orbitals, the Z-vector of CCD supplies nearly what the singles supply in CCSD.

The same z, one for each method, serves three different perturbations. The second moment ⟨z²⟩ is that of the electrons, and R is the bond length.

Dipole moment (e·bohr), unrelaxed → relaxed:
CCSD 0.21332 → 0.21392; CCD 0.24850 → 0.21787.

⟨z²⟩ (bohr²), unrelaxed → relaxed:
CCSD 11.5215 → 11.5184; CCD 11.5745 → 11.5156.

dE/dR (hartree/bohr), unrelaxed → relaxed:
CCSD 0.00999 → 0.01004; CCD 0.01932 → 0.01038.

The numerical check compares all six relaxed values with finite differences of fully re-optimised energies; the largest deviation is about 2 × 10⁻¹⁰ atomic units. Without relaxation, the CCD bond-length derivative would be too large by 0.0089 hartree/bohr. That is 86 % of the relaxed value, but the percentage reflects how small dE/dR is at this bond length and has no bound where dE/dR vanishes. For a moving basis the unrelaxed value also depends on the orthonormalisation chosen in Section 1: apart from block-diagonal rotations, which change neither part, another choice adds an occupied–virtual rotation Y per unit x, which shifts the unrelaxed part by g·Y and z·f^x by z·AY = −g·Y, so that only the sum is fixed.

**Remark (reading D as a density).** The added z has no diagonal elements, so the trace of D remains N. D is defined by the response of the energy, not as the expectation value of E_pq in a normalised state, and the derivation does not confine its eigenvalues to the interval from 0 to 2. In this example they do lie inside it: for CCSD they run from 0.0256 to 1.99999.

Computed values

```
BH, STO-3G, bond length: 2.4 bohr
orbitals, occupied, determinants: 6, 3, 400
RHF energy: -24.75134031 hartree
CCSD energy: -24.80965523 hartree
CCD energy: -24.80899363 hartree
exact energy in this basis: -24.80981175 hartree
occupied orbital energies: -7.341667  -0.562617  -0.247254 hartree
sigma* orbital energy: 0.668356 hartree
A for sigma* with 1,2,3 sigma (hartree):
  7.429912  0.022733  0.050686
  0.022733  1.024176  -0.102428
  0.050686  -0.102428  0.698570
CCSD, sigma* with 1,2,3 sigma:
  g (hartree): -0.00268941  0.00125455  0.00002244
  z: 0.00036748  -0.00125741  -0.00024316
  unrelaxed gamma_ai: 0.00035932  -0.02523811  -0.03223481
  relaxed D_ai: 0.00054306  -0.02586681  -0.03235639
  <a|z|i> (bohr): -0.095617  0.635989  -0.981128
CCD, sigma* with 1,2,3 sigma:
  g (hartree): -0.00281617  0.04646198  0.04000426
  z: 0.00098082  -0.05188211  -0.06494430
RHF dipole: 0.347320 e*bohr
exact dipole: 0.215332 e*bohr
CCSD: unrelaxed / relaxed / finite difference
  dipole (e*bohr): 0.2133233  0.2139196  0.2139196
  <z^2> (bohr^2): 11.5214985  11.5183679  11.5183679
  dE/dR (hartree/bohr): 0.0099923  0.0100387  0.0100387
  relaxed dipole: 0.54373 debye
  largest deviation of the three: 1.4e-10 a.u.
  eigenvalues of D: 1.999986  1.975479  1.855465  0.071735  0.071735  0.025600
CCD: unrelaxed / relaxed / finite difference
  dipole (e*bohr): 0.2484986  0.2178702  0.2178702
  <z^2> (bohr^2): 11.5745445  11.5156461  11.5156461
  dE/dR (hartree/bohr): 0.0193180  0.0103812  0.0103812
  relaxed dipole: 0.55377 debye
  largest deviation of the three: 1.7e-10 a.u.
  eigenvalues of D: 1.999986  1.975901  1.858859  0.070709  0.070709  0.023837
norm of z, CCSD and CCD: 0.001332, 0.083129
RHF curvature, numerical: 7.89947 hartree
RHF curvature, from 4A: 7.89947 hartree
lowest eigenvalue of A: 0.182502 hartree
frozen core, core-valence slope: 2.32e-02 hartree
exact state, largest orbital slope: 1.9e-15 hartree
```
